Thermal rms angles of an in-plane magnetic bit

**Problem**

A small magnetic bit lies in the film plane and stores its state as one of two opposite directions along an easy axis. It is at 300 K. Its barrier against reversal is 60 kT, its in-plane anisotropy field is B_k = 20 mT, and its effective demagnetizing field is B_d = 1 T. Treat the magnetization as uniform and the fluctuations as small. What are the rms thermal angles of the magnetization, in the film plane and out of it?

Take x along the easy axis, y in the plane across it, and z along the film normal. The unit vector m gives the direction of the magnetization, and μ is the total magnetic moment of the bit. The two fields are defined by the energy

E = −½ μ B_k m_x² + ½ μ B_d m_z².

The first term favours the easy axis. The second is the cost of pointing out of the film. Let φ be the in-plane angle from the easy axis and θ the elevation above the film plane, so that

m_x = cos θ cos φ,  m_y = cos θ sin φ,  m_z = sin θ.

Write Δ = E_b/kT = 60 for the barrier E_b in thermal units.

**A tempting solution**

Rotation within the plane has θ = 0 and costs ½μB_k sin²φ. This is largest at φ = 90°, so the barrier is E_b = ½μB_k, and therefore μ = 2ΔkT/B_k.

There are two angles and two fields, so it seems natural to give each angle its own field. For small angles,

in-plane energy ≈ ½ μ B_k φ²,
out-of-plane energy ≈ ½ μ B_d θ².

By equipartition each quadratic term has the mean value ½kT. Hence

⟨φ²⟩ = kT/(μB_k) = 1/(2Δ) = 1/120,
⟨θ²⟩ = kT/(μB_d) = B_k/(2ΔB_d) = 1/6000.

The square roots, converted to degrees, are 5.23° in the plane and 0.74° out of it.

**Where it fails**

Let B_d go to zero while B_k and μ stay fixed. The bit is then a magnet with a single easy axis, and nothing distinguishes y from z. For small fluctuations the two rms angles must become equal. The expression for ⟨θ²⟩ above diverges instead, as if tilting towards z cost nothing.

The fault is in the out-of-plane energy. With φ = 0 the anisotropy term is

−½ μ B_k m_x² = −½ μ B_k cos²θ = −½ μ B_k + ½ μ B_k sin²θ.

A magnetization that rises out of the film also leaves the easy axis, so it pays the anisotropy cost as well as the demagnetizing cost. The field that resists θ is B_k + B_d. The in-plane result survives, because in-plane rotation does not change m_z when θ = 0.

**The right solution**

*Energy above the minimum.* Since m is a unit vector, m_x² = 1 − m_y² − m_z². Substitution gives

E = −½ μ B_k + ½ μ B_k m_y² + ½ μ (B_k + B_d) m_z².

The minimum is E_min = −½μB_k, at m_y = m_z = 0, so

E − E_min = ½ μ [B_k m_y² + (B_k + B_d) m_z²].

*Barrier.* A reversal takes m_x from +1 to −1, so every continuous path crosses m_x = 0. There m_y² = 1 − m_z², and

E − E_min = ½ μ [B_k (1 − m_z²) + (B_k + B_d) m_z²] = ½ μ [B_k + B_d m_z²].

This is smallest at m_z = 0, where it equals ½μB_k. No path can pass lower, and in-plane rotation rises no higher. Thus

E_b = ½ μ B_k = Δ kT,  μ = 2ΔkT/B_k = 2.485 × 10⁻¹⁷ A m².

The barrier of 60 kT is 1.551 eV at 300 K.

*Small angles.* To second order, m_y² = cos²θ sin²φ ≈ φ² and m_z² = sin²θ ≈ θ². Dividing the energy by kT and using ½μB_k/kT = Δ gives

(E − E_min)/kT ≈ Δ φ² + Δ (1 + B_d/B_k) θ².

There is no term in φθ, so the two angles fluctuate independently in this approximation.

*Averages.* In equilibrium within one well, the probability of a direction is proportional to exp(−E/kT) times the area element cos θ dθ dφ. For small θ the factor cos θ is replaced by 1, and each angle has a Gaussian weight exp(−a x²). Its integral over all x is I(a) = √(π/a). Differentiating with respect to a brings down −x², so

⟨x²⟩ = −(1/I) dI/da = −d(ln I)/da = 1/(2a).

The limits may be taken to infinity because the weight is negligible far from the minimum. With a = Δ for φ and a = Δ(1 + B_d/B_k) for θ,

φ_rms = 1/√(2Δ),
θ_rms = 1/√(2Δ(1 + B_d/B_k)).

*Numbers.* The ratio of the fields is B_d/B_k = 1000/20 = 50, so the second stiffness is 51 times the first:

⟨φ²⟩ = 1/(2 × 60) = 0.008333 rad²,  φ_rms = 0.0913 rad = 5.2°,
⟨θ²⟩ = 1/(2 × 60 × 51) = 1.634 × 10⁻⁴ rad²,  θ_rms = 0.0128 rad = 0.73°.

The wrong stiffness changed the second answer by only about 1%, because B_d is 50 times B_k here. The wrong angle is too large by the factor √(1 + B_k/B_d), which grows as B_d/B_k falls and is 1.41 when the two fields are equal. A small B_d arises when a perpendicular anisotropy cancels part of the demagnetizing field. In the limit B_d → 0 the correct formulas give equal angles, as symmetry requires.

**How good is the small-angle answer?**

The leading correction to φ_rms comes from the shape of the well. Set θ = 0, since the factor cos²θ changes the in-plane stiffness by a fraction of order ⟨θ²⟩, about 10⁻⁴. The next term of the energy follows from

sin²φ ≈ φ² − φ⁴/3.

The well is softer than a parabola, and the weight becomes

exp(−Δ sin²φ) ≈ exp(−Δφ²) (1 + Δφ⁴/3).

Let s² = 1/(2Δ) be the Gaussian variance. The Gaussian averages of φ⁴ and φ⁶ are 3s⁴ and 15s⁶, so

⟨φ²⟩ ≈ (s² + 5Δs⁶)/(1 + Δs⁴) ≈ s² + 5Δs⁶ − Δs⁶ = s² (1 + 4Δs⁴).

Because s⁴ = 1/(4Δ²), this is

⟨φ²⟩ ≈ (1/(2Δ)) (1 + 1/Δ).

The rms angle rises by a fraction of about 1/(2Δ), or 0.8%, from 5.230° to 5.274°. Numerical quadrature of the Boltzmann weight over the well, with the unexpanded energy and the area element cos θ dθ dφ, gives 5.276° in the plane and 0.7325° out of it. The value 5.2° therefore belongs to the harmonic approximation; the full average of the same model rounds to 5.3°. The out-of-plane value stays at 0.73°.

**What the angles mean for switching**

Suppose a current polarized along the easy axis is used to reverse the bit. Its spin-transfer torque is proportional to m × (m × x̂), where x̂ is the unit vector along x. The magnitude of this product is the sine of the angle between m and the easy axis, about √(φ² + θ²). A bit lying along the axis feels no such torque at first, and thermal motion supplies the starting angle.

The chance that the in-plane angle is below some small value φ₁ is the Gaussian integral

P(|φ| < φ₁) = erf(φ₁/(√2 φ_rms)).

For φ₁ = 1° this is 0.15. The starting angle thus varies widely from one pulse to the next, although its rms value is fixed.

A small φ at one instant does not by itself mean a weak fluctuation, because the magnetization precesses. Without damping or current, dm/dt = −γ m × B, with B = (B_k m_x, 0, −B_d m_z) and γ the gyromagnetic ratio. Near the easy axis m ≈ (1, φ, θ), and to first order

dφ/dt = −γ (B_k + B_d) θ,
dθ/dt = γ B_k φ.

Differentiating the first equation and inserting the second gives

d²φ/dt² = −γ² B_k (B_k + B_d) φ,

so the frequency is

f = (γ/2π) √(B_k (B_k + B_d)) = 4.0 GHz

for the free-electron γ. As φ passes through zero, θ is at its peak. A quiet start requires the whole orbit to be small.

Its probability follows from the scaled angles u = √Δ φ and v = √(Δ(1 + B_d/B_k)) θ, whose joint weight is exp(−u² − v²). In polar coordinates, with ρ² = u² + v², the normalized weight is 2ρ exp(−ρ²) dρ. An orbit of in-plane amplitude φ_m has ρ² = Δφ_m², so

P(amplitude < φ_m) = 1 − exp(−Δφ_m²).

For small φ_m this falls as φ_m², whereas the probability of a small instantaneous φ falls as φ₁. Orbits with an amplitude below 1° are therefore rarer than instants with |φ| < 1°.

The frequency also justifies classical statistics: hf/kT = 6.4 × 10⁻⁴, so the quantum of precession is far smaller than the thermal energy.

**Stray field and temperature**

A field B along +x adds −μB m_x to the energy. For a bit magnetized along +x, m_x ≈ 1 − φ²/2 − θ²/2, so the added in-plane term is ½μBφ². In units of kT this is Δ(B/B_k)φ², and

φ_rms = 1/√(2Δ(1 + B/B_k)).

Here Δ remains the barrier without the field. An opposing stray field of 2 mT has B/B_k = −0.1 and raises the harmonic angle to 5.230°/√0.9 = 5.5°. The out-of-plane angle hardly changes, since its stiffness factor goes from 51 to 50.9.

At 85 °C, or 358 K, with the moment and both fields held fixed, the barrier is 60 × 300/358.15 = 50.3 kT. The harmonic in-plane angle is then 5.7°. If heating also lowers the product μB_k, the angle is larger still.

**Comparison with a real bit**

For a sense of size, take a permalloy-like elliptical layer with rough typical values: saturation magnetization M_s = 800 kA/m, exchange stiffness A = 13 pJ/m and thickness 3 nm. Let its length be twice its width. The volume is μ/M_s = 31,000 nm³, and dividing by the thickness gives the area of an ellipse of about 162 nm by 81 nm. The ellipse serves only to show the size: if uniformly magnetized, its shape alone would give B_k of about 36 mT and B_d of about 0.87 T. With no other anisotropy, the assumed 20 mT would need a rounder outline. With a rough attempt time of 1 ns, the Arrhenius estimate of the escape time is 1 ns × e⁶⁰, or about 4 × 10⁹ years, so averaging within one well is appropriate. The assumption most in doubt at this size is uniform magnetization.

To estimate its effect, replace the ellipse by a strip of the same volume V and length L = 162 nm, and let φ depend on the position s along it. For small angles, adding the exchange energy gives

E − E_min = (V/L) ∫ [½ M_s B_k φ² + A (dφ/ds)²] ds.

Since ½M_sVB_k = ΔkT, this becomes

(E − E_min)/kT = (Δ/L) ∫ [φ² + λ² (dφ/ds)²] ds,  λ² = 2A/(M_s B_k).

Here λ = 40.3 nm. For free ends, expand

φ(s) = a₀ + √2 Σ aₙ cos(nπs/L),  n = 1, 2, 3, …

The cosines are orthogonal, and the factor √2 makes their mean squares equal to 1. With w = L/λ = 4.03,

(E − E_min)/kT = Δ a₀² + Δ Σ aₙ² (1 + n²π²/w²).

The average angle over the strip is a₀, and its variance is still 1/(2Δ). In the harmonic approximation, the 5.2° therefore describes the volume-averaged direction. The local angle also contains the other modes. Its variance, averaged along the strip, is

⟨φ²⟩_local = (1/(2Δ)) [1 + Σ w²/(w² + n²π²)].

The sum follows from the product formula sinh w = w Π(1 + w²/(n²π²)). The derivative of its logarithm is

coth w = 1/w + Σ 2w/(w² + n²π²).

Multiplying by w/2 gives Σ w²/(w² + n²π²) = ½(w coth w − 1), and hence

⟨φ²⟩_local = (1/(2Δ)) × ½ (1 + w coth w).

For w = 4.03 the last factor is 2.5, and the harmonic local rms angle is 5.23° × √2.515 = 8.3°. For a strip much shorter than λ, w coth w → 1 and the uniform result returns. This value counts only variations along the length and leaves out the magnetostatic energy of non-uniform patterns. Variations across the width add further to the local variance. With exchange in two dimensions, the sum over modes grows logarithmically as shorter wavelengths are included, so a local angle has a definite value only when the averaging length is stated. The 8.3° is therefore not a prediction for a particular device.

Non-uniformity also affects the meaning of the barrier. In the strip model the uniform state along the easy axis is the energy minimum and uniform rotation remains an available path, so a non-uniform path can lower the barrier below ½μB_k but cannot raise it. This bound need not hold in a real element, where the magnetostatic energy makes the minimum itself non-uniform and lowers it. A square element, for example, has no in-plane barrier when uniformly magnetized, yet its relaxed states can be separated by one. In the strip the barrier is lowered. To see this, φ² in the strip energy must be replaced by sin²φ, because the angles are no longer small. At the top of the uniform path, a small change from φ = 90° to φ = 90° + ε cos(πs/L), with ε in radians, alters the energy by ½Δε²(π²/w² − 1) in units of kT. This is negative for w > π, and here w = 4.03. Following this mode to a stationary state of the strip energy gives a wall-like saddle with one unstable direction, at about 55 kT when ½μB_k is 60 kT. This value again leaves out the magnetostatic energy of the non-uniform pattern. If a barrier of 60 kT belongs to such a path, then ½μB_k exceeds 60 kT, and the harmonic rms value of the average in-plane angle is below 5.2°.

All numerical values are calculated from the stated model.
